# Why one expansion coefficient fails for thermal strain in textured NiSi

**Question**

I am estimating the thermal stress in a 20 nm NiSi film on a silicon wafer. I assume that it is stress-free at 600 K and then cools to 300 K without relaxing. For the silicide I took one third of its volume expansion coefficient, about 11.7 ppm/K, and for silicon 3 ppm/K. With a Young modulus of 150 GPa and a Poisson ratio of 0.30, I get a tensile stress of about 0.56 GPa.

A colleague objects that NiSi is orthorhombic and that one of its axes shrinks on heating, so my coefficient may mean nothing for a textured film. But the volume coefficient is a perfectly good property of the crystal. Is this a small correction, or can texture really change the answer? And is there any case in which one coefficient is enough?

**Answer**

Texture can change the answer completely and, within your elastic model, even reverse its sign. Your coefficient gives the volume change correctly, and it gives the mean stress of a randomly oriented film within your elastic model. It does not give the strain of a grain, nor in general the stress of a textured film.

I use the Pnma setting, in which $b$ is the shortest axis. Rough, rounded coefficients typical of NiSi are

$$\alpha_a=40,\qquad \alpha_b=-40,\qquad \alpha_c=35\ \text{ppm/K}.$$

They are held constant with temperature at first. Tension is positive, and $\Delta T=T_{\rm end}-T_{\rm start}=-300$ K.

**Expansion of a free crystal**

Take a row of atoms along the unit vector $\mathbf n$, with components $n_a,n_b,n_c$ on the crystal axes. Heating multiplies each component by its own factor $1+\alpha_i\Delta T$, so the length ratio is

$$\frac{L'}{L}=\Big[\sum_i n_i^2(1+\alpha_i\Delta T)^2\Big]^{1/2}.$$

Since $\sum_i n_i^2=1$, the bracket is $1+2\Delta T\sum_i\alpha_i n_i^2$ to first order. The square root halves the second term:

$$\frac{L'-L}{L}=\alpha(\mathbf n)\,\Delta T,\qquad \alpha(\mathbf n)=\sum_i\alpha_i n_i^2 .$$

Setting $\mathbf n$ along each axis in turn shows that one number can serve every direction only if $\alpha_a=\alpha_b=\alpha_c$.

Diffraction measures plane spacings, which obey the same law. For cell lengths $L_i$ and indices $h_i$, $1/d^2=\sum_i h_i^2/L_i^2$. Differentiating gives

$$-\frac{2\,\delta d}{d^3}=-2\sum_i\frac{h_i^2}{L_i^2}\frac{\delta L_i}{L_i}
\quad\Rightarrow\quad
\frac{\delta d}{d}=\Delta T\sum_i\alpha_i\Big(\frac{d\,h_i}{L_i}\Big)^2 .$$

The numbers $d\,h_i/L_i$ are the components of the unit plane normal. In a free crystal, planes normal to $b$ therefore move closer together on heating while those normal to $a$ move apart. In a clamped film, elastic strain must be added.

On cooling by 300 K, the free strains along $a,b,c$ are $-1.20\%$, $+1.20\%$ and $-1.05\%$. Your coefficient gives $-0.35\%$ for all three, which has the wrong sign along $b$ and is about a third of the true size along $a$ and $c$.

**What the volume coefficient hides**

The volume is proportional to the product of the three cell lengths, so to first order its coefficient is the sum $40-40+35=35$ ppm/K. One third of this, $\bar\alpha=11.67$ ppm/K, is also the average of $\alpha(\mathbf n)$ over all directions, because $\langle n_i^2\rangle=1/3$ by symmetry.

The spread about that average follows from the fourth moments. A component $u$ of a random unit vector is uniformly distributed between $-1$ and 1, so $\langle n_i^4\rangle=\tfrac12\int_{-1}^{1}u^4du=1/5$. Averaging $(\sum_i n_i^2)^2=1$ gives $3/5+6\langle n_i^2n_j^2\rangle=1$, hence $\langle n_i^2n_j^2\rangle=1/15$ for $i\ne j$. Write $d_i=\alpha_i-\bar\alpha$. Because $\sum_i d_i=0$, the cross terms obey $\sum_{i\ne j}d_id_j=-\sum_i d_i^2$, and

$$\big\langle(\alpha(\mathbf n)-\bar\alpha)^2\big\rangle
=\frac15\sum_i d_i^2-\frac1{15}\sum_i d_i^2
=\frac2{15}\sum_i d_i^2 .$$

The rms spread is 23.1 ppm/K, twice the mean. The modest mean results from cancellation between large coefficients of opposite sign.

The contracting directions form a cone about $b$. Let $u$ be the cosine of the angle to $b$, and let $\alpha_\perp$ be the coefficient in the $a$–$c$ plane at the same azimuth. Then

$$\alpha(\mathbf n)=\alpha_\perp(1-u^2)-|\alpha_b|u^2,$$

which is negative when $u^2>\alpha_\perp/(\alpha_\perp+|\alpha_b|)$. The edge of the cone, where the expansion vanishes, lies $45.0^\circ$ from $b$ towards $a$ and $46.9^\circ$ from $b$ towards $c$. Since $|u|$ is uniform between 0 and 1 for random directions, the contracting fraction is one minus the azimuthal average of the edge cosine. This is 0.305, so about three directions in ten shrink on heating.

**From free strain to film stress**

The film is thin and bonded to a thick wafer. Consider first a grain much wider than the film is thick, away from its edges. Three facts fix its state:

1. The total in-plane strain is that of the wafer, $\alpha_s\Delta T$ in every in-plane direction.
2. The elastic strain is the total strain minus the free thermal strain.
3. The top surface carries no traction. As the stress does not vary laterally, equilibrium makes the traction on planes parallel to the surface independent of depth, so it vanishes throughout the film.

Let $\mathbf m$ be the crystal direction along the film normal. Choose in-plane axes 1 and 2 along the principal directions of the in-plane expansion, with coefficients $\alpha_1$ and $\alpha_2$. Then

$$e_1=(\alpha_s-\alpha_1)\Delta T,\qquad e_2=(\alpha_s-\alpha_2)\Delta T .$$

For isotropic stiffness and zero normal stress, Hooke's law reads

$$Ee_1=\sigma_1-\nu\sigma_2,\qquad Ee_2=\sigma_2-\nu\sigma_1 .$$

Adding $\nu$ times the second equation to the first removes $\sigma_2$:

$$\sigma_1=\frac{E}{1-\nu^2}(e_1+\nu e_2),\qquad
\sigma_2=\frac{E}{1-\nu^2}(e_2+\nu e_1).$$

Half the sum contains the factor $(1+\nu)/(1-\nu^2)=1/(1-\nu)$. The trace of a tensor does not depend on the axes, so $\alpha_1+\alpha_2=\alpha_a+\alpha_b+\alpha_c-\alpha(\mathbf m)$. The mean in-plane stress is therefore

$$\bar\sigma=\frac{E}{1-\nu}\,[\alpha_s-A(\mathbf m)]\,\Delta T,\qquad
A(\mathbf m)=\frac{\alpha_a+\alpha_b+\alpha_c-\alpha(\mathbf m)}2 .$$

The expansion along the normal is free to occur. What stresses the film is the expansion of the other two directions.

**Three textures, same cooling**

The temperatures, moduli and thickness are the same in all three cases, and $E/(1-\nu)=150/0.70=214.3$ GPa.

With $b$ along the normal, the contracting axis is out of the way and $A=(40+35)/2=37.5$ ppm/K. Then

$$\bar\sigma=214.3\ \text{GPa}\times(3-37.5)\times10^{-6}\times(-300)=2.22\ \text{GPa}.$$

Both in-plane axes want to shrink far more than the wafer does, so both are in tension: 2.30 GPa along $a$ and 2.13 GPa along $c$.

With $a$ along the normal, $A=(-40+35)/2=-2.5$ ppm/K, and

$$\bar\sigma=214.3\ \text{GPa}\times(3+2.5)\times10^{-6}\times(-300)=-0.35\ \text{GPa}.$$

This small mean conceals large stresses. The $b$ axis wants to grow on cooling while the wafer shrinks, so its elastic strain is $(3+40)\times10^{-6}\times(-300)=-1.29\%$. Along $c$ it is $+0.96\%$. With $E/(1-\nu^2)=150/0.91=164.8$ GPa,

$$\sigma_b=164.8\,(-0.0129+0.30\times0.0096)=-1.65\ \text{GPa},$$
$$\sigma_c=164.8\,(0.0096-0.30\times0.0129)=0.94\ \text{GPa}.$$

With $c$ along the normal, $A=0$ and $\bar\sigma=-0.19$ GPa, made up of 1.19 GPa along $a$ and $-1.58$ GPa along $b$.

Your 0.56 GPa describes none of these films. It is a quarter of the value for the first and has the opposite sign to the other two.

The stored elastic energy per area, $\tfrac12(\sigma_1e_1+\sigma_2e_2)$ times the thickness, shows how little a small mean stress says. It is 0.46 J/m² for $b$ along the normal, 0.30 J/m² for $a$ and 0.34 J/m² for $c$. These energies belong to the cooled, unrelaxed film. They should not be used as a driving force for agglomeration during a hot anneal, where the stress may already have relaxed.

**Polycrystalline films**

Averaging over grains, weighted by volume, replaces each $m_i^2$ by its mean:

$$\langle A\rangle=\frac12\sum_i\alpha_i\big(1-\langle m_i^2\rangle\big).$$

The three moments add up to one, so in this isotropic elastic model two numbers describing the texture fix the mean stress. For uniform isotropic stiffness this average does not need wide grains. Hooke's law is linear, the wafer fixes the average in-plane strain, and force balance makes the average traction on planes parallel to the surface zero.

A random film has $\langle m_i^2\rangle=1/3$, so $\langle A\rangle=\bar\alpha$ and the mean stress is 0.56 GPa. Here your estimate is right, as long as the stiffness is isotropic. It is also right for the mean stress of any texture with $\langle\alpha(\mathbf m)\rangle=\bar\alpha$, for example a normal equally inclined to the three axes, although the two in-plane coefficients of that grain differ by 52 ppm/K. Individual grains still differ. Since $A(\mathbf m)$ contains $-\alpha(\mathbf m)/2$, its spread is half of 23.1 ppm/K, and in the wide-grain limit the grain-mean stress has an rms spread of 0.74 GPa, larger than the film average.

A strong but imperfect $b$ texture behaves much like the ideal one. If orientations are weighted by $\exp(10\,m_b^2)$, then $\langle m_b^2\rangle=0.893$ and the mean stress is 1.95 GPa.

A texture can also make the mean stress vanish. Let $q=\langle m_b^2\rangle$, and let $a$ and $c$ share the rest equally, so that each has moment $(1-q)/2$. Their factor $1-\langle m_i^2\rangle$ is then $(1+q)/2$, and $\langle A\rangle=\alpha_s$ becomes

$$\frac12\Big[-40(1-q)+75\,\frac{1+q}{2}\Big]=3
\ \Rightarrow\ 77.5\,q=8.5
\ \Rightarrow\ q=0.110 .$$

A wafer-curvature measurement that returns only the mean stress would read zero for this model film. The grains are not stress-free. For orientations weighted by $\exp(k\,m_b^2)$, with $k$ chosen to give this $q$, the grain-mean stress has an rms value of 0.37 GPa in the wide-grain limit, and the difference between the two principal stresses within a grain comes on top of that.

**When one in-plane coefficient is enough**

One coefficient describes the in-plane strain of a grain if $\alpha_1=\alpha_2=\lambda$. The tensor $\boldsymbol\alpha-\lambda\mathbf I$ then has no in-plane part and can be written $\mathbf m\mathbf v^{T}+\mathbf v\mathbf m^{T}$ for some vector $\mathbf v$. A direction perpendicular to both $\mathbf m$ and $\mathbf v$ gives zero, so $\lambda$ is one of the three axis coefficients. The other two eigenvalues are $\mathbf m\cdot\mathbf v\pm|\mathbf v|$. For three distinct coefficients they are nonzero and of opposite sign, so $\lambda$ must be the middle coefficient, here $\alpha_c$.

The normal is perpendicular to $c$. Tilt it by $\varphi$ from $b$ towards $a$. The second in-plane direction then lies at $\varphi$ from $a$, and its coefficient must equal $\alpha_c$:

$$\alpha_a\cos^2\varphi+\alpha_b\sin^2\varphi=\alpha_c
\quad\Rightarrow\quad
\sin^2\varphi=\frac{\alpha_a-\alpha_c}{\alpha_a-\alpha_b}=\frac5{80}.$$

This gives $\varphi=14.5^\circ$, on either side of $b$. A film with this normal has equal stress in all in-plane directions, 2.06 GPa. The one coefficient that works is 35 ppm/K, three times the volume-based value, and it does not describe expansion along the normal.

**How far to trust the stresses**

Plastic flow is omitted, and it could change the stresses greatly. Write the principal stresses as $\bar\sigma\pm s$. The von Mises stress is then

$$\sqrt{\sigma_1^2-\sigma_1\sigma_2+\sigma_2^2}=\sqrt{\bar\sigma^2+3s^2}.$$

It reaches 2.2 to 2.4 GPa in the three single-axis textures. With an assumed flow strength of 1 GPa, flow would begin after only 125 to 135 K of cooling. Without hardening, $|\bar\sigma|$ could not exceed 1 GPa, which would cut the 2.22 GPa of the $b$ texture by more than half.

Elastic anisotropy matters most where the mean is small. I multiplied the axial stiffnesses along $a,b,c$ by 0.8, 1.0 and 1.2 in all six orders, scaling each remaining constant by the geometric mean of the factors for its two axes. The mean stress then ranges as follows:

- $a$ along the normal: $-0.72$ to $0.02$ GPa
- $b$ along the normal: 1.98 to 2.45 GPa
- $c$ along the normal: $-0.59$ to 0.20 GPa

The compressive sign of the $a$ and $c$ textures is therefore not secure. The mean stress of the $b$ texture stays well above both in every one of these cases. The same scaling moves the mean of a random film between 0.36 and 0.75 GPa in the wide-grain limit. These ranges tie the off-diagonal constants to the axial ones. If the off-diagonal constants instead vary independently by ±20%, the $b$ range widens to 1.62 to 2.77 GPa, still more than 1 GPa above the other two.

The coefficients also vary with temperature. If $|\alpha_b|$ were 40 ppm/K at 300 K and rose linearly to be 30% larger at 600 K, its average would be 46 ppm/K. The mean stress would become $-0.55$ GPa for the $a$ texture and $-0.39$ GPa for the $c$ texture. The $b$ texture would not change, because $\alpha_b$ does not enter its in-plane strain. The opposite error removes the compression. With $\alpha_a$ and $\alpha_c$ fixed, the mean stress turns tensile when the average $|\alpha_b|$ over the cooling range is below 34 ppm/K for the $c$ texture and below 29 ppm/K for the $a$ texture. The sign reversal therefore depends on the actual coefficients between 300 and 600 K.

With constant coefficients, an error of 50 K in the stress-free temperature changes every elastic stress by 17%. For square grains 200 nm wide, 36% of the area lies within one film thickness of an edge, where the wide-grain stresses are unreliable. The error does not stop there. The wafer deforms locally beneath a boundary between unlike grains, and this relief fades only slowly, over many film thicknesses. In a film of mixed orientations the stresses of single grains are therefore rough even at the centre of such grains, although the film average for uniform isotropic stiffness is unaffected. As an example, take long alternating stripes 200 nm wide on a wafer with $E=130$ GPa and $\nu=0.28$, one with $b$ normal and $a$ across the stripe, the other with $c$ normal and $b$ across. The stress across the stripes at their centres is 1.53 and $-0.80$ GPa instead of 2.30 and $-1.58$ GPa, a 40% loss of contrast. For stripes 1 µm wide the loss is still 9%. Two effects are negligible here: finite strain changes the free strains along the three crystal axes by at most about 0.6% of their value (about 0.015 GPa in the mean stress, which is up to 8% of the small mean of the $c$ texture), and the overall stretching and bending of a 775 µm wafer relieves about 0.01% of the average mismatch.

The pattern of two large positive coefficients and one large negative one is a property of NiSi, while the elastic constants are only rough. Whether the film relaxes below 600 K depends on its flow strength, which is only assumed here. At 1 GPa the three single-axis textures would flow before half of the cooling is done, while above about 2.4 GPa none would flow, and a film only 20 nm thick may well be stronger than 1 GPa. Stress left by the silicide reaction is also omitted, and I cannot size it from this model. For a real film, measure the texture, take the temperature-dependent cell lengths from stress-free NiSi powder (those of a bonded film include elastic strain), compute $\langle A\rangle$, and treat the elastic stress as an estimate for an unrelaxed film. The numerical output below lists the values for each texture.

## Values computed for the example and the checks

```
Inputs (rough, rounded)
alpha a, b, c (ppm/K): 40.0 -40.0 35.0
substrate alpha: 3.0 ppm/K
cell a, b, c (nm): 0.52 0.33 0.56
cooling: 600 K to 300 K, dT = -300 K
E = 150 GPa, nu = 0.30, E/(1-nu) = 214.3 GPa
Directions
volume coefficient: 35.0 ppm/K
one third of it (mean): 11.67 ppm/K
rms spread over directions: 23.14 ppm/K
free strain a, b, c on cooling (%): -1.200 1.200 -1.050
free strain from mean coefficient: -0.350 %
fraction of directions contracting on heating: 0.305
zero expansion in b-a plane: 45.0 deg from b
zero expansion in b-c plane: 46.9 deg from b
Clamped film, by axis along the normal
a: mean in-plane alpha -2.50 ppm/K, mean stress -0.354 GPa
   elastic strain: b -1.290 %, c 0.960 %
   stress: b -1.652 GPa, c 0.945 GPa
   von Mises 2.276 GPa, energy 0.304 J/m2
   cooling to reach flow strength: 132 K
b: mean in-plane alpha 37.50 ppm/K, mean stress 2.218 GPa
   elastic strain: a 1.110 %, c 0.960 %
   stress: a 2.304 GPa, c 2.131 GPa
   von Mises 2.223 GPa, energy 0.460 J/m2
   cooling to reach flow strength: 135 K
c: mean in-plane alpha 0.00 ppm/K, mean stress -0.193 GPa
   elastic strain: a 1.110 %, b -1.290 %
   stress: a 1.192 GPa, b -1.577 GPa
   von Mises 2.406 GPa, energy 0.336 J/m2
   cooling to reach flow strength: 125 K
one-coefficient mean stress: 0.557 GPa
random film: mean 0.557 GPa, grain rms spread 0.744 GPa
b fibre with spread: <m_b^2> = 0.893, mean 1.951 GPa
zero mean stress at <m_b^2> = 0.1097, grain rms 0.372 GPa
isotropic in-plane case: normal 14.48 deg from b toward a
   its in-plane alpha 35.00 ppm/K, stress 2.057 GPa
Neglected effects
assumed flow strength: 1.0 GPa
a normal, 20% elastic anisotropy: mean stress -0.723 to 0.019 GPa
b normal, 20% elastic anisotropy: mean stress 1.981 to 2.450 GPa
c normal, 20% elastic anisotropy: mean stress -0.588 to 0.204 GPa
alpha_b larger by 30 % at 600 K: mean stress a, b, c (GPa): -0.546 2.218 -0.386
finite-strain correction: 0.60 % of the strain
film 20 nm, wafer 775 um, wafer modulus 180 GPa
wafer compliance relieves 0.0123 % of the mismatch
grain width 200 nm: area within one thickness of an edge 36 %
50 K error in stress-free temperature: 16.7 % of stress
```
